Driven quantum transport by source-sink propagation of scattering-state deviations

**Definitions and conventions**

Spinless, noninteracting electrons move on an infinite chain with sites n and nearest-neighbour hopping −J. Units are J = ħ = 1, with lattice spacing 1, so energies are in J and times in ħ/J. Away from the scatterer a wave exp(ikn), 0 < k < π, has

E = −2 cos k,  v = dE/dk = 2 sin k.

A static scatterer occupies a finite centre. Before the drive starts, all electrons are in equilibrium with Fermi function f(E). The potential energy of every site n ≤ p is then raised by a pulse V(t).

A potential on half the chain is awkward, because it acts infinitely far away. It can be moved onto one link. Define

φ(t) = ∫₀ᵗ V(s) ds,  ψ′ₙ = exp(iφ)ψₙ for n ≤ p,  ψ′ₙ = ψₙ for n > p.

For n ≤ p, differentiating the new factor gives −Vψ′ₙ in i∂ψ′ₙ/∂t, which cancels the applied potential. Links inside either half are unchanged. The link between the halves becomes

H(p,p+1) = −exp(iφ),  H(p+1,p) = −exp(−iφ).

Dropping the primes, H(t) = H₀ + W(t), where H₀ is the static Hamiltonian and W has two elements:

W(p,p+1) = −[exp(iφ) − 1],  W(p+1,p) = −[exp(−iφ) − 1].

The particle current to the right on an ordinary link follows from the change of |ψ_{q+1}|² due to hopping from q. That part of the Schrödinger equation is ∂ψ_{q+1}/∂t = iψ_q, so

I_q = 2 Re(ψ*_{q+1} iψ_q) = 2 Im(ψ*_q ψ_{q+1}).

For exp(ikn) this is 2 sin k = v, as it should be.

**The equation for the deviation**

Let ψ be a stationary scattering state, H₀ψ = Eψ. Write the driven state as

Ψ(t) = exp(−iEt)[ψ + χ(t)],  χ(0) = 0.

Inserting this in i∂Ψ/∂t = HΨ and cancelling exp(−iEt) gives

E(ψ + χ) + i∂χ/∂t = (H₀ + W)ψ + Hχ.

Since H₀ψ = Eψ, two terms cancel:

i∂χ/∂t = [H(t) − E]χ + W(t)ψ.

The last term is a source on the two sites of the driven link. The incoming wave, which fills a lead out to infinity, is contained in ψ and need not be propagated. The deviation starts at zero and spreads outward from the source. It can therefore be absorbed after leaving the centre:

i∂χ/∂t = [H(t) − E − iΓ]χ + W(t)ψ,  Γₙ ≥ 0,

with Γ nonzero only in the leads. If Γ also acted on ψ, it would absorb the incoming wave and change the problem. The sink is an approximation, because it can reflect part of χ.

**Four sites by hand**

Take a clean chain, p = 0, and a left-incident wave ψₙ = exp(ikn) with k = π/2. Then E = 0, v = 2, and

ψ₋₁ = −i,  ψ₀ = 1,  ψ₁ = i,  ψ₂ = −1.

Keep the four sites −1, 0, 1, 2 and put Γ = 1 on the two end sites. Let the pulse be over, with constant phase φ. On the infinite chain the late state must keep its incoming wave and acquire a factor exp(−iφ) to the right of the link. With c = exp(−iφ) − 1, the expected deviation is

χ₋₁ = 0,  χ₀ = 0,  χ₁ = ic,  χ₂ = −c.

To see whether four sites reproduce it, evaluate the right side of the χ equation on each site.

Site −1: −iχ₋₁ − χ₀ = 0.

Site 0: −χ₋₁ − exp(iφ)χ₁ − [exp(iφ) − 1]ψ₁
= −i[exp(iφ)c + exp(iφ) − 1]
= −i[1 − exp(iφ) + exp(iφ) − 1] = 0.

Site 1: −exp(−iφ)χ₀ − χ₂ − [exp(−iφ) − 1]ψ₀ = c − c = 0.

Site 2: −iχ₂ − χ₁ = ic − ic = 0.

The infinite-chain answer is a stationary solution of the four-site equation. The current on link 1–2 is also right: the full amplitudes are i exp(−iφ) and −exp(−iφ), and 2 Im[(−i)(−1)] = 2 = v.

This success is special to k = π/2. To find the reflection at other k, let site 0 now denote the last clean site before a sink and site 1 the first absorbing site. An outgoing wave and its reflection are

χₙ = exp(ikn) + r exp(−ikn), n ≤ 1.

Let x = χ₁/χ₀. Then

x(1 + r) = exp(ik) + r exp(−ik),

and collecting the terms in r gives

r = [exp(ik) − x]/[x − exp(−ik)].

For a one-site sink ended by a wall, (E + i)χ₁ = −χ₀, hence x = −1/(E + i). Multiply numerator and denominator of r by E + i and use E = −exp(ik) − exp(−ik):

numerator = exp(ik)(E + i) + 1 = −exp(ik)[exp(ik) − i],
denominator = −1 − exp(−ik)(E + i) = exp(−ik)[exp(−ik) − i].

The squared moduli of the two brackets are 2 − 2 sin k and 2 + 2 sin k, so

|r| = √[(1 − sin k)/(1 + sin k)].

This vanishes at k = π/2, is 0.27 at k = π/3, and is 0.90 at k = 0.1. It tends to one at the band edge. The tiny model already contains the two tasks of the general method: lengthen the sink so that a useful range of k is absorbed, and handle the slow modes that remain.

**The stationary states in general**

Let the centre contain sites 0 to M − 1. For left incidence with unit amplitude, the left lead has

ψₙ = exp(ikn) + r_s exp(−ikn), n ≤ 0.

From ψ₀ = 1 + r_s it follows that

ψ₋₁ = exp(−ik) + r_s exp(ik) = exp(ik)ψ₀ − 2i sin k.

Substitution in the Schrödinger equation at site 0, with onsite energy ε₀, gives

[E − ε₀ + exp(ik)]ψ₀ + ψ₁ = 2i sin k = iv.

On the right the wave is purely outgoing, so ψ_M = exp(ik)ψ_{M−1}. Thus both leads contribute the self-energy Σ = −exp(ik) on their end site, and

(E − H_c − Σ)ψ = iv × (unit vector at the entrance site),

where H_c is the centre Hamiltonian. Right incidence has its source at the other end. These small linear systems supply all values of ψ needed by the source and by observables in the centre.

**The sink in general**

Inside a slowly varying sink, let the local wave number be k + δ. The stationary equation is −2 cos(k + δ) = E + iΓ. To first order, 2 sin k δ = iΓ, so

δ = iΓ/v.

The amplitude falls by exp(−Γₙ/v) at each site. If the far end is a wall, the wave crosses the sink twice:

|r| ≈ exp(−2A/v),  A = Σₙ Γₙ.

This is a leading-order estimate and omits reflection from the rise of Γ. For that part, take weak absorption and no wall. The outgoing Green function of the clean chain is

G(n,m) = exp(ik|n−m|)/(iv).

At n = m its defining equation gives EG(0) + 2G(1) = [−2 cos k + 2 exp(ik)]/(iv) = 1, which fixes the factor. First-order scattering from −iΓₘ then gives the reflected amplitude

r ≈ (1/iv) Σₘ (−iΓₘ) exp(2ikm) = −(1/v) Σₘ Γₘ exp(2ikm).

A smooth onset, spread over many wavelengths, adds little to this sum. An abrupt far end does add to it, but in a strong sink the wave is damped before it reaches that end and again on its way back, so the weak-absorption sum no longer applies there and the round-trip factor takes over. The profile used below is Γₘ ∝ m⁴, scaled to A = 10. Once the wavelength is comparable with the sink length, the onset is no longer gradual on the scale of the wave, and reflection becomes appreciable.

The edge limit follows from the earlier formula for r. When k → 0, E changes only at order k², so x may be replaced by its edge value x₀. Then

r + 1 = 2ik/[x₀ − 1 + ik] ≈ −2ik/(1 − x₀),

provided x₀ ≠ 1. Hence r → −1 for a finite sink of this kind. For the one-site sink, x₀ = (2 + i)/5, and the formula gives r ≈ −1 + k − 3ik. Therefore |r| ≈ 1 − k, in agreement with its closed expression.

With A = 10 and 80 sites, the computed |r| is 0.855 at k = 0.01, 0.145 at k = 0.1 and 8.1 × 10⁻⁶ at k = π/3. The round-trip estimate for the last value is exp(−20/√3) = 9.7 × 10⁻⁶. The logarithms agree within 2%, although the amplitudes differ by about 19% relative to the computed one.

Slow waves are thus reflected, but they also return late. At k = 0.1, v ≈ 0.2, and an excursion d sites out and back takes about 10d time units. Here d is the depth at which the wave turns back, which can be well short of the full sink length. Over a run much shorter than this time the reflection has not reached the centre. For a longer run the sink length has to be checked again.

**The energy integral and its edge**

With flux-normalized states ψ/√v, an equilibrium sum carries dE/(2π). Since dE = v dk,

(dE/2π)|ψ|²/v = (dk/2π)|ψ|².

The driven current is therefore

I(t) = Σ_α ∫ (dk/2π) f(E_k) 2 Im[(ψ_q + χ_q)*(ψ_{q+1} + χ_{q+1})],

where α denotes left or right incidence and f is fixed by the initial equilibrium. Occupied bound states of H₀ would need separate terms.

Near the lower edge put ε = E + 2 ≈ k², so v ≈ 2√ε. In the clean chain |ψ|² = 1, and the energy integrand behaves as 1/(2√ε). It is integrable, but ordinary Gauss quadrature in E converges slowly. With a scatterer whose centre matrix is invertible at k = 0, the source iv makes ψ proportional to k. The integrand is then proportional to k²/v, hence to √ε. It is finite but still not smooth in E. In k neither singularity appears.

The effect is visible with 64 nodes. For the clean equilibrium density, in electrons per site, the error is 3.6 × 10⁻³ in E and 2.9 × 10⁻¹⁰ in k. With the barriers used below, the error in E falls to 1.1 × 10⁻⁶, as expected from the weaker singularity, while that in k is 4.0 × 10⁻¹⁰. The errors in k come mostly from the occupied tail omitted above the upper limit E = 0.8. For the clean chain this tail is about 0.1 f/(πv) = 2.6 × 10⁻¹⁰, with f and v taken at the limit and 0.1 the temperature. For the density change of a driven clean chain the errors are 4.3 × 10⁻³ in E and 3.4 × 10⁻¹¹ in k, measured against a finer k grid with the same sink. The change of variable cures the quadrature; it does not make a sink absorb slow waves.

There is a second grid condition. A transient with energy E′ enters χ with phase [E(k) − E′]t, whose derivative with respect to k is vt. On an interval 0 < k < K, the largest gap between n Gauss nodes is about πK/(2n). Near the middle of the grid, a phase advance of 2π per gap cannot be distinguished from no advance. Resolving a surviving transient thus requires roughly

n > vtK/4.

Sixty time units after the pulse centre, take v = 2. An upper limit E = 1.5 gives K = 2.42 and n > 73, so 64 nodes are too few. Lowering the limit to E = 0.8, where f is about 10⁻⁸, gives K = 1.98 and n > 59. This estimate is a necessary condition only; errors grow before it is violated, so accurate results need a wide margin beyond it. With 64 nodes and the second limit, which satisfy it, the current error still reaches 6 × 10⁻⁵ at t = 80. The two cases that follow differ in both node count and limit. The largest measured current errors are 7.3 × 10⁻⁴ for 64 nodes with the first limit and 7.1 × 10⁻¹⁰ for 96 nodes with the second, both relative to 128 nodes.

**The algorithm and its cost**

1. Choose nodes k and weights, and solve for the left- and right-incident states in the centre.
2. Add a sink to each side and set χ = 0.
3. Advance all χ with the source W(t)ψ.
4. At output times form ψ + χ in the centre and sum the observable over occupied modes.

The fourth-order Runge–Kutta method suits step 3. Removing exp(−iEt) is useful because, after the pulse, the source is constant. If the right side vanishes at a stationary χ, every Runge–Kutta stage vanishes too, so the step preserves that solution. With error proportional to the fourth power of the step, the differences between solutions at steps 4h, 2h and h have ratio (4⁴ − 2⁴)/(2⁴ − 1) = 16. The measured ratio is 15.999.

Each evaluation needs one onsite product and two hopping terms per site and mode, apart from boundary and source terms of fixed number per mode. Four evaluations are made per step. For N sites, m modes, duration T and step h,

work ∝ N m T/h.

At fixed m and h this is linear in both N and T. The sinks let N remain fixed when T grows, within the accuracy they permit. In contrast, a closed chain must be long enough that a front travelling at the maximum speed 2 does not return. With L sites on each side the return time is about 2L/2 = L. Thus N must grow as 2T, and the work per mode grows as T².

Processor time supports the count. Going from 412 to 3212 sites, a factor 7.80, raises it from 7.64 to 52.42 ms, a factor 6.86. Eight times as many steps raise it to 57.25 ms, a factor 7.49. The corresponding exponents are 0.94 and 0.97.

Linearity in T for the whole energy integral needs a fixed number of modes. If slowly decaying transients matter to the required accuracy, m also grows with T, and the total becomes quadratic. The initial linear solves add a cost independent of T.

**A pulse through two barriers**

Two sites, four lattice spacings apart, have energy 0.5. The chemical potential is −1 and the temperature 0.1. The pulse is

V(t) = 0.5 exp{−[(t − 20)/4]²}.

Its area is 0.5 × 4 × √π = 3.545, which is also the final phase. The driven link lies before both barriers; the current is measured nine links further right, after them. Because the barriers are repulsive, no bound state lies below the band. The only one above it, at E = 2.10, has occupation 3 × 10⁻¹⁴ and can be omitted.

The reference is a closed chain with 100 lead sites on each side. It starts from the thermal density matrix f(H₀) and evolves under the original half-chain potential with a different integrator. It uses neither scattering states nor sinks nor an energy grid. The comparison ends at t = 80, before a front can return from its walls.

At t = 24 the source-sink current is 0.0646482 and the closed-chain current 0.0646483. The largest sampled value is 0.0654 at t = 25.6, which is 5.6 after the pulse maximum. At the Fermi speed √3, nine links take 9/√3 = 5.2. The sample spacing of 1.6 is too coarse to locate the maximum. Sampled at every time step, the maximum is 0.0677 at t = 24.8, a delay of 4.8. This is slightly below the Fermi-speed estimate and above the 9/1.94 = 4.6 of an electron raised by the full pulse height to E = −0.5. For J = 10 meV the largest sampled value corresponds to 159 nA at 1.69 ps, for one spin species. The direction is that of electron flow.

The integrated current is 0.49015, equal to the closed-chain particle count within 10⁻⁶. For scale, a slow pulse through a perfectly transmitting channel would carry V/(2π) particles per unit time, or 3.545/(2π) = 0.564 in all, if band-edge effects are neglected. The ratio 0.87 is a rough effective transmission of the whole arrangement under the pulse, including the potential step at the driven link, and not of the barriers alone.

The largest current error up to t = 80 depends on sink length as follows:

10 sites: 2.7 × 10⁻³
20 sites: 6.3 × 10⁻⁵
40 sites: 6.1 × 10⁻⁷
80 sites: 7.1 × 10⁻⁸

Relative to the largest current, the first error is 4% and the last about 10⁻⁶. The last figure is set by the time step of 0.08 rather than by the sink: halving the step gives an estimated step error of 7 × 10⁻⁸, while lengthening the sinks from 80 to 130 sites changes the current by 2 × 10⁻⁸. With 40 lead sites but Γ = 0, the error is 0.091, larger than the signal itself. The absorption, and not merely the extra length, is what makes the short system usable.

**The late limit and the range of validity**

The four-site result generalizes to any static scatterer. After the pulse, multiply a left-incident state by exp(−iφ) to the right of the driven link. In row p the link contributes −exp(iφ) exp(−iφ)ψ_{p+1} = −ψ_{p+1}; in row p + 1 it contributes −exp(−iφ)ψ_p, with the same factor as all other terms of that row. The stationary equation is satisfied and the incoming wave is unchanged. Therefore, provided the transients leave and apart from any bound state the pulse has excited,

χₙ → 0 for n ≤ p,  χₙ → [exp(−iφ) − 1]ψₙ for n > p.

For right incidence the factor exp(iφ) sits on the left. Neither factor changes |ψ|² or the current on ordinary links, so the current returns to its equilibrium value, zero.

The limit is approached if the transients leave. With a sink, the stationary solution differs from this infinite-chain limit by the part of χ that the sink reflects. For the equation with a sink and constant φ, the difference η of two solutions has no source and obeys

d(Σₙ|ηₙ|²)/dt = −2 Σₙ Γₙ|ηₙ|² ≤ 0,

since the Hermitian part conserves the norm. It cannot grow, but a component with little weight in the sink decays slowly. A bound state excited by the drive is such a component.

With a 40-site sink, the mode k = 1.04 is within 4.9 × 10⁻³ of its infinite-chain limit at t = 160, relative to unit incoming amplitude. Neither the bound state, which contributes about 2 × 10⁻⁶ in the centre, nor the stationary offset of the sink, 2 × 10⁻⁵, accounts for this. On a chain long enough that nothing returns, the remainder is 1.6 × 10⁻³ at t = 160 and oscillates at E ≈ −2: it is a slow transient at the lower band edge. The 40-site sink, which reflects slow waves, raises it about threefold at that time; it still decays, to 1.4 × 10⁻³ at t = 320. Between t = 128 and 160 the current stays below 2.8 × 10⁻⁶ in magnitude. This is small beside the peak, yet larger than the 4 × 10⁻⁸ found at t = 80 with 80-site sinks. Its origin was not determined: reflection from the shorter sink, slowly decaying transients and the finite k grid can all contribute.

The method as stated needs a drive that is local after a gauge transformation, noninteracting electrons, and leads that are uniform outside the centre. Its accuracy then rests on three choices: the time step, the k grid with its upper energy limit, and the sink. For work near a band edge or over long times, the last two must be checked at the final time of interest. The main measured values are collected in the numerical output.

Numbers as computed

```
barrier height, two sites: 0.5 J
barrier separation: 4 sites
chemical potential, temperature: -1.0, 0.1 J
pulse height: 0.5 J
pulse width parameter, centre: 4.0, 20.0 hbar/J
final gauge phase: 3.544908 rad
time step: 0.08 hbar/J; k nodes: 96
late-run k nodes: 160; top energy: 0.8 J
summed sink strength per lead: 10.0 J
highest bound energy: 2.100374 J
its occupation: 3.43e-14
time (hbar/J), source-sink current, closed-chain current (J/hbar)
  8.0  0.00000000  0.00000000
 16.0  0.00031351  0.00031351
 20.8  0.02045735  0.02045735
 24.0  0.06464820  0.06464825
 32.0  0.00496470  0.00496471
 48.0 -0.00000473 -0.00000472
 80.0 -0.00000004 -0.00000002
largest sampled current: 0.0654309 J/hbar
time of largest sample: 25.6 hbar/J
same for J=10 meV: 159.268 nA
same time: 1.6850 ps
transmitted number to t=80: 0.4901534
closed-chain count: 0.4901533
max current error, sink 10 sites: 2.697e-03 J/hbar
max current error, sink 20 sites: 6.314e-05 J/hbar
max current error, sink 40 sites: 6.128e-07 J/hbar
max current error, sink 80 sites: 7.121e-08 J/hbar
max error, 40 sites without sink: 9.126e-02 J/hbar
node error, 64 nodes up to 1.5 J: 7.314e-04 J/hbar
node error, 96 nodes up to 0.8 J: 7.054e-10 J/hbar
largest late current, t=128..160: 2.782e-06 J/hbar
late mode: k=1.03964, error=4.891e-03
step-halving difference ratio: 15.999
80-site sink: k=0.01000, |r|=8.553e-01
80-site sink: k=0.10000, |r|=1.453e-01
80-site sink: k=1.04720, |r|=8.146e-06
round-trip estimate at Fermi k: 9.665e-06
weak-sink formula relative error: 2.845e-04
edge formula relative error at k=0.0001: 3.013e-03
clean density error, k grid: 2.884e-10
clean density error, E grid: 3.595e-03
barrier density error, k grid: 4.045e-10
barrier density error, E grid: 1.139e-06
driven clean density error, k grid: 3.382e-11
driven clean density error, E grid: 4.299e-03
CPU time, 412 sites and 60 steps: 7.64 ms
CPU time, 3212 sites and 60 steps: 52.42 ms
CPU time, 412 sites and 480 steps: 57.25 ms
CPU exponent in size: 0.938
CPU exponent in duration: 0.969
```
